# Surface energy and charge compensation of Tasker type 3 polar slabs: a program that tests the result

```python
"""Polar (Tasker type 3) slabs of rigid point ions, Gaussian units.

Result under test: N bilayers (+sigma, gap R1, -sigma), separated by gaps R2,
have surface energy per face  pi sigma^2 N R1^2/(R1+R2) + constant.
Reducing both outer plane charges by delta removes the growth only for
delta = sigma R1/(R1+R2), which is sigma/2 for rock-salt (111).

Internally lengths are in units of the cubic constant a, charges in units of q,
energies in q^2/a.  A = area per ion in a plane, sigma = q/A,
c = R1+R2, x = delta/sigma.
"""
import numpy as np
from scipy import constants
from scipy.special import erfc

pi = np.pi
d = 1 / np.sqrt(2)                       # in-plane ion spacing
CELL = d * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
A = abs(np.linalg.det(CELL))
SHIFT = CELL.sum(axis=0) / 3             # lateral shift from plane to plane
R = 1 / (2 * np.sqrt(3))                 # rock-salt (111) plane spacing
c = 2 * R


def slab(N, R1, R2, x):
    """Charges and positions of one neutral column of the slab."""
    charges = np.array([1.0, -1.0] * N)
    charges[0] -= x
    charges[-1] += x
    pos = np.array([[*(SHIFT * (k % 3)), (k // 2) * (R1 + R2) + (k % 2) * R1]
                    for k in range(2 * N)])
    return charges, pos


def direct_energy(charges, pos, cell):
    """Real-space Coulomb energy per surface cell.

    Neutral columns interact as r^-3, r^-5, ...; a smooth lateral cutoff of
    radius Rc leaves errors Rc^-1, Rc^-3, Rc^-5, removed by extrapolation.
    """
    assert abs(charges.sum()) < 1e-12
    radii = [8.0, 16.0, 32.0, 64.0]
    rmax = 1.6 * radii[-1]
    bound = np.ceil(rmax * np.linalg.norm(np.linalg.inv(cell), axis=0))
    n1, n2 = [np.arange(-int(b), int(b) + 1) for b in bound]
    grid = np.array(np.meshgrid(n1, n2, indexing="ij")).reshape(2, -1).T
    L = grid @ cell
    length = np.hypot(L[:, 0], L[:, 1])
    keep = (length > 1e-9) & (length < rmax)
    L, length = L[keep], length[keep]
    g = 0.5 * np.sum(charges**2) / length
    inside = 0.0
    for i in range(len(charges)):
        for j in range(i):
            v = pos[i] - pos[j]
            qq = charges[i] * charges[j]
            inside += qq / np.linalg.norm(v)
            g += qq / np.sqrt((L[:, 0] + v[0])**2 + (L[:, 1] + v[1])**2
                              + v[2]**2)
    T = [np.sum(g * np.exp(-(length / rc)**8)) for rc in radii]
    for p in (1, 3, 5):
        T = [(2**p * T[k + 1] - T[k]) / (2**p - 1) for k in range(len(T) - 1)]
    return inside + T[0]


def ewald_bulk(R1, R2):
    """Energy per ion pair of the infinite crystal with zero mean field."""
    vec = np.array([[*CELL[0], 0], [*CELL[1], 0], [*(-SHIFT), R1 + R2]])
    vol = abs(np.linalg.det(vec))
    alpha = 3.0
    charges, pos = slab(1, R1, R2, 0.0)
    m = np.arange(-8, 9)
    n = np.array(np.meshgrid(m, m, m)).reshape(3, -1).T
    T = n @ vec
    G = n @ (2 * pi * np.linalg.inv(vec).T)
    G = G[np.linalg.norm(G, axis=1) > 1e-9]
    energy = -alpha / np.sqrt(pi) * np.sum(charges**2)
    for i in range(2):
        for j in range(2):
            r = np.linalg.norm(T + pos[i] - pos[j], axis=1)
            r = r[r > 1e-9]
            energy += 0.5 * charges[i] * charges[j] * np.sum(erfc(alpha*r)/r)
    G2 = np.sum(G**2, axis=1)
    S = np.exp(1j * G @ pos.T) @ charges
    return energy + 2*pi/vol*np.sum(np.exp(-G2/(4*alpha**2))/G2*abs(S)**2)


# Planewise ingredients: reciprocal vectors and in-plane self potential
m = np.arange(-14, 15)
n = np.array(np.meshgrid(m, m)).reshape(2, -1).T
n = n[np.any(n != 0, axis=1)]
GV = n @ (2 * pi * np.linalg.inv(CELL).T)
GN = np.linalg.norm(GV, axis=1)


def self_potential(alpha):
    """Potential at an ion of its own plane, uniform background removed."""
    r = np.linalg.norm(n @ CELL, axis=1)
    return (np.sum(erfc(alpha * r) / r)
            + 2 * pi / A * np.sum(erfc(GN / (2 * alpha)) / GN)
            - 2 * alpha / np.sqrt(pi) - 2 * np.sqrt(pi) / (A * alpha))


PHI0 = self_potential(2.5)
assert abs(PHI0 - self_potential(3.5)) < 1e-10


def corrugation(rho, z):
    return 2 * pi / A * np.sum(np.cos(GV @ rho) * np.exp(-GN * abs(z)) / GN)


def planewise_energy(N, R1, R2, x):
    charges, pos = slab(N, R1, R2, x)
    energy = 0.5 * PHI0 * np.sum(charges**2)
    for i in range(2 * N):
        for j in range(i):
            v = pos[i] - pos[j]
            energy += charges[i] * charges[j] * corrugation(v[:2], v[2])
    field_part = 2*pi/A * (N*R1*(1 - x)**2 + (N - 1)*R2*x**2)
    return energy + field_part


# Direct sums against the planewise formula, equal and unequal spacings
direct = {}
worst = 0.0
U1, U2 = 0.4 * c, 0.6 * c
for R1, R2 in ((R, R), (U1, U2)):
    for x in (0.0, 0.25, 0.5):
        for N in (1, 2, 3, 4):
            e = direct_energy(*slab(N, R1, R2, x), CELL)
            direct[R1, x, N] = e
            worst = max(worst, abs(e - planewise_energy(N, R1, R2, x)))
assert worst < 1e-5, worst

# Bulk energy: Ewald against charge-neutral Evjen cubes
bulk = ewald_bulk(R, R)
M = 40
k = np.arange(-M, M + 1)
w = np.where(abs(k) == M, 0.5, 1.0) * (-1.0)**k
r2 = k[:, None, None]**2 + k[None, :, None]**2 + k[None, None, :]**2
weight = w[:, None, None] * w[None, :, None] * w[None, None, :]
mask = r2 > 0
madelung_evjen = -np.sum(weight[mask] / np.sqrt(r2[mask]))
madelung = -bulk / 2                     # nearest-neighbour distance a/2
assert abs(madelung - madelung_evjen) < 1e-5

# The planewise bulk sum must give the same energy
pair = [(-1)**j * corrugation(j * SHIFT, j * R) for j in range(1, 16)]
bulk_planes = PHI0 + 2 * sum(pair) + 2 * pi / A * R * R / c
assert abs(bulk_planes - bulk) < 1e-8

# Linear growth and thickness-independent part of the surface energy
growth_cell = direct[R, 0.0, 4] - direct[R, 0.0, 3] - bulk
growth_formula = 2 * pi / A * R**2 / c
assert abs(growth_cell - growth_formula) < 2e-5
gamma0 = -sum((j + 1) * p for j, p in enumerate(pair)) / (2 * A)
gamma = {N: (direct[R, 0.0, N] - N * bulk) / (2 * A) for N in (1, 2, 3, 4)}
assert abs(gamma[4] - 4 * growth_formula / (2 * A) - gamma0) < 2e-5


# Growth energy as a function of x: its vertex is the compensating charge
def vertex(R1):
    s0, s1, s2 = [direct[R1, x, 4] - direct[R1, x, 3] for x in (0, .25, .5)]
    quad = (s0 - 2 * s1 + s2) / (2 * 0.25**2)
    lin = (s2 - s0) / 0.5 - 0.5 * quad
    x0 = -lin / (2 * quad)
    return x0, s0 - quad * x0**2, quad


x_rock, min_rock, quad_rock = vertex(R)
x_uneq, min_uneq, quad_uneq = vertex(U1)
assert abs(x_rock - 0.5) < 5e-5
assert abs(x_uneq - U1 / c) < 5e-5
assert abs(min_rock - bulk) < 5e-5
assert abs(min_uneq - ewald_bulk(U1, U2)) < 5e-5
assert abs(quad_rock - 2 * pi * c / A) < 5e-4
assert abs(quad_uneq - 2 * pi * c / A) < 5e-4


# Potential drop from the sum over plane potentials -2 pi sigma |z|
def potential_drop(N, R1, R2, x):
    charges, pos = slab(N, R1, R2, x)
    z = pos[:, 2]
    return -2 * pi / A * np.sum(charges * (abs(z[0] - z) - abs(z[-1] - z)))


for N in (1, 2, 5, 9):
    assert abs(potential_drop(N, U1, U2, 0) - 4*pi/A*N*U1) < 1e-9
    assert abs(potential_drop(N, U1, U2, U1/c) - 4*pi/A*U1*U2/c) < 1e-9


# Half layer made of whole ions: every second row absent in both outer planes
def missing_row_energy(N):
    charges, pos = slab(N, R, R, 0.0)
    second = pos + np.array([*CELL[0], 0.0])
    all_q = np.concatenate([charges, charges[1:-1]])
    all_pos = np.vstack([pos, second[1:-1]])
    return direct_energy(all_q, all_pos, np.array([2 * CELL[0], CELL[1]]))


row = {N: missing_row_energy(N) for N in (2, 3, 4, 5)}
# surfaces still couple weakly through the doubled row period: exp(-G H)
assert abs(row[5] - row[4] - 2 * bulk) < 5e-4
gamma_row = {N: (row[N] - (2*N - 1) * bulk) / (4 * A) for N in row}

# Worked example: a = 5 angstrom, q = e
a = 5.0
e2 = constants.e / (4 * pi * constants.epsilon_0) * 1e10   # eV angstrom
to_ev = e2 / a
to_surf = e2 / a**3
to_si = constants.e * 1e20
print(f"cubic constant a = {a:.1f} angstrom, ion charge q = 1 e")
print(f"e^2 = {e2:.4f} eV angstrom")
print(f"area per ion in a plane A = {A*a*a:.4f} angstrom^2")
print(f"plane spacing R1 = R2 = {R*a:.4f} angstrom")
print(f"bilayer repeat c = {c*a:.4f} angstrom")
print(f"plane charge density sigma = {1/(A*a*a):.5f} e/angstrom^2")
print(f"self potential Phi_0 times sqrt(A) = {PHI0*np.sqrt(A):.6f} (no unit)")
print(f"Madelung constant, Ewald = {madelung:.6f} (no unit)")
print(f"Madelung constant, Evjen cubes = {madelung_evjen:.6f} (no unit)")
print(f"Madelung constant, (111) planes = {-bulk_planes/2:.6f} (no unit)")
print(f"bulk energy per ion pair = {bulk*to_ev:.4f} eV")
print(f"largest direct-planewise difference = {worst:.1e} q^2/a")
print("Uncompensated slab, direct sum:")
for N in gamma:
    V = potential_drop(N, R, R, 0) * to_ev
    print(f" N={N}: gamma = {gamma[N]*to_surf:.5f} eV/angstrom^2, "
          f"potential drop = {V:.3f} V")
slope = growth_formula / (2 * A)
print(f"growth per bilayer and surface cell, direct = "
      f"{growth_cell*to_ev:.4f} eV")
print(f"growth per bilayer and surface cell, formula = "
      f"{growth_formula*to_ev:.4f} eV")
print(f"growth of gamma per bilayer = {slope*to_surf:.5f} eV/angstrom^2")
print(f"growth of gamma per bilayer = {slope*to_surf*to_si:.3f} J/m^2")
print(f"constant gamma_0 = {gamma0*to_surf:.5f} eV/angstrom^2")
print(f"compensating delta/sigma, rock-salt, direct = {x_rock:.5f} (no unit)")
print(f"compensating delta = {0.5/(A*a*a):.5f} e/angstrom^2")
print(f"unequal gaps: R1/c = {U1/c:.2f}, direct delta/sigma = {x_uneq:.5f}")
print(f"compensated potential drop, N=2: "
      f"{potential_drop(2, R, R, .5)*to_ev:.3f} V")
print(f"compensated potential drop, N=9: "
      f"{potential_drop(9, R, R, .5)*to_ev:.3f} V")
print("Missing-row slab (half the ions absent in each outer plane):")
for N in gamma_row:
    print(f" N={N}: gamma = {gamma_row[N]*to_surf:.5f} eV/angstrom^2")
print(f"missing-row gamma, N=5 = {gamma_row[5]*to_surf*to_si:.3f} J/m^2")
print("every check passed")
```

Output:

```
cubic constant a = 5.0 angstrom, ion charge q = 1 e
e^2 = 14.3996 eV angstrom
area per ion in a plane A = 10.8253 angstrom^2
plane spacing R1 = R2 = 1.4434 angstrom
bilayer repeat c = 2.8868 angstrom
plane charge density sigma = 0.09238 e/angstrom^2
self potential Phi_0 times sqrt(A) = -3.921032 (no unit)
Madelung constant, Ewald = 1.747565 (no unit)
Madelung constant, Evjen cubes = 1.747565 (no unit)
Madelung constant, (111) planes = 1.747565 (no unit)
bulk energy per ion pair = -10.0657 eV
largest direct-planewise difference = 2.8e-07 q^2/a
Uncompensated slab, direct sum:
 N=1: gamma = 0.25569 eV/angstrom^2, potential drop = 24.127 V
 N=2: gamma = 0.53445 eV/angstrom^2, potential drop = 48.254 V
 N=3: gamma = 0.81304 eV/angstrom^2, potential drop = 72.381 V
 N=4: gamma = 1.09163 eV/angstrom^2, potential drop = 96.507 V
growth per bilayer and surface cell, direct = 6.0317 eV
growth per bilayer and surface cell, formula = 6.0317 eV
growth of gamma per bilayer = 0.27859 eV/angstrom^2
growth of gamma per bilayer = 4.464 J/m^2
constant gamma_0 = -0.02274 eV/angstrom^2
compensating delta/sigma, rock-salt, direct = 0.50000 (no unit)
compensating delta = 0.04619 e/angstrom^2
unequal gaps: R1/c = 0.40, direct delta/sigma = 0.40000
compensated potential drop, N=2: 12.063 V
compensated potential drop, N=9: 12.063 V
Missing-row slab (half the ions absent in each outer plane):
 N=2: gamma = 0.10706 eV/angstrom^2
 N=3: gamma = 0.10942 eV/angstrom^2
 N=4: gamma = 0.10936 eV/angstrom^2
 N=5: gamma = 0.10936 eV/angstrom^2
missing-row gamma, N=5 = 1.752 J/m^2
every check passed
```
